\section*{Landau equations and the anomalous threshold of the one-loop triangle}

\section{From the loop to a quadratic form}

Q: A loop with two particles of masses $m_1$ and $m_2$ in an intermediate state should become singular when those particles can be real, at invariant mass $m_1+m_2$. How could a triangle know of any lower point?

A: The third line can matter. To see how, we need the integral itself. Let lines 1 and 2 meet at a vertex with invariant $P^2=sc^2$, lines 2 and 3 at an external particle of mass $M_a$, and lines 1 and 3 at one of mass $M_b$. I use atomic units with $c$ kept and metric $(+,-,-,-)$, so $s$ is a squared mass. All internal masses are positive. With momenta $q_i=k+r_i$ running one way round the loop, the differences are external momenta:
\begin{equation}
(q_i-q_j)^2=M_{ij}^2c^2,\quad M_{12}^2=s,\; M_{13}=M_b,\; M_{23}=M_a .
\end{equation}
The scalar integral, with constant vertices, is
\begin{equation}
I=\int\frac{d^4k}{i\pi^2}\prod_{i=1}^3\frac{1}{q_i^2-m_i^2c^2+i\epsilon}.
\end{equation}
Feynman's identity replaces the product by $2\int d^3\alpha\,\delta(1-\sum\alpha_i)/(\sum_i\alpha_i(q_i^2-m_i^2c^2)+i\epsilon)^3$ with $\alpha_i\ge0$. Completing the square with $\ell=k+\sum\alpha_ir_i$, and using $\sum\alpha_i=1$, leaves
\begin{equation}
\sum_i\alpha_ir_i^2-\Big(\sum_i\alpha_ir_i\Big)^2=\sum_{i<j}\alpha_i\alpha_j(r_i-r_j)^2 .
\end{equation}
The bracket is therefore $\ell^2-c^2D+i\epsilon$, where
\begin{equation}
D=\sum_i\alpha_im_i^2-\alpha_1\alpha_2s-\alpha_1\alpha_3M_b^2-\alpha_2\alpha_3M_a^2 .
\label{D}
\end{equation}
For $\Delta=c^2D>0$, rotate $\ell^0=i\ell_4$. Then $d^4\ell=i\,d^4\ell_E$ and $\ell^2=-\ell_E^2$. With $u=\ell_E^2$,
\begin{equation}
\int\frac{2\,d^4\ell}{(\ell^2-\Delta)^3}=-2i\pi^2\int_0^\infty\frac{u\,du}{(u+\Delta)^3}=-\frac{i\pi^2}{\Delta}.
\end{equation}
Dividing by $i\pi^2$ gives
\begin{equation}
I=-\frac{J}{c^2},\qquad J(s)=\int d^3\alpha\,\frac{\delta(1-\sum\alpha_i)}{D-i\epsilon},
\end{equation}
where the $i\epsilon$ continues the result to negative $D$. The third line enters $D$ on the same footing as the other two.

\section{The Landau equations}

Q: A vanishing denominator is not yet a singularity. One can move the integration contour around it.

A: One can, unless the zero is pinned. Consider $\Psi=\sum_i\alpha_i(q_i^2-m_i^2c^2)$ as a function of $k$ and $\alpha$. If $\Psi=0$ but some first derivative is nonzero, a small complex shift of that variable moves $\Psi$ off zero. A pinch therefore needs a vanishing $k$ derivative, $2\sum\alpha_iq_i=0$. Along the surface $\sum\alpha_i=1$, stationarity makes all $\partial\Psi/\partial\alpha_i$ with $\alpha_i\neq0$ equal to one constant. Since $\Psi=\sum\alpha_i\,\partial\Psi/\partial\alpha_i$, that constant is $\Psi=0$. A parameter at its endpoint $\alpha_i=0$ needs no stationarity. These are the Landau equations:
\begin{equation}
\sum_i\alpha_iq_i=0,\qquad \alpha_i(q_i^2-m_i^2c^2)=0 .
\label{landau}
\end{equation}
They are necessary conditions for a pinch at finite $k$ (singularities generated at infinite loop momentum are not covered by this argument); whether a solution is reached by the actual contour is a separate question.

Q: Can the unknown momenta be eliminated?

A: Yes, for all three lines on shell. Then
\begin{equation}
q_i\!\cdot q_j=\tfrac12\big[q_i^2+q_j^2-(q_i-q_j)^2\big]=c^2m_im_jy_{ij},\quad
y_{ij}=\frac{m_i^2+m_j^2-M_{ij}^2}{2m_im_j},
\end{equation}
with $y_{ii}=1$. Multiply the first equation in (\ref{landau}) by $q_j$, divide by $c^2m_j$, and set $\beta_i=\alpha_im_i$:
\begin{equation}
\sum_iy_{ji}\beta_i=0 .
\label{Y}
\end{equation}
A nonzero solution requires $\det Y=0$, or
\begin{equation}
1+2y_{12}y_{13}y_{23}-y_{12}^2-y_{13}^2-y_{23}^2=0 .
\end{equation}
Moving terms gives $(y_{12}-y_{13}y_{23})^2=(1-y_{13}^2)(1-y_{23}^2)$, hence
\begin{equation}
y_{12}=y_{13}y_{23}\pm\sqrt{(1-y_{13}^2)(1-y_{23}^2)} .
\label{roots}
\end{equation}

\section{Which root is real physics?}

Q: Whenever $(1-y_{13}^2)(1-y_{23}^2)>0$, you now have two real candidate values of $s$. Which of them, if any, does the integral meet first?

A: The determinant alone does not say. We must follow $J$ from a region where it is regular. Multiplying the mass term of (\ref{D}) by $\sum\alpha_i=1$ gives
\begin{equation}
D=\sum_i\alpha_i^2m_i^2+\sum_{i<j}\alpha_i\alpha_j(m_i^2+m_j^2-M_{ij}^2)=\sum_{ij}\beta_iy_{ij}\beta_j .
\label{form}
\end{equation}
Assume that the external particles are stable, $0<M_a<m_2+m_3$ and $0<M_b<m_1+m_3$. Then
\begin{equation}
1+y_{23}=\frac{(m_2+m_3)^2-M_a^2}{2m_2m_3}>0,
\end{equation}
and likewise $1+y_{13}>0$. On the edge $\alpha_1=0$, $D=(\beta_2-\beta_3)^2+2(1+y_{23})\beta_2\beta_3>0$; the edge $\alpha_2=0$ is similar. Near these edges $D$ stays positive by continuity, and lowering $s$ only raises it. Away from them $\alpha_1\alpha_2$ is bounded below, so a sufficiently negative $s$ makes $D$ positive everywhere. There $J$ is real and regular. For complex $s$, $\mathrm{Im}\,D=-\alpha_1\alpha_2\,\mathrm{Im}\,s$ does not vanish inside the triangle of parameters, so $J$ is also regular off the real axis. This defines the physical sheet.

As real $s$ rises, $D$ falls, because $\partial D/\partial s=-\alpha_1\alpha_2$. The first singularity can come only when $D$ first reaches zero.

Q: Where can that happen?

A: There are two possibilities. On the edge $\alpha_3=0$, $D=\beta_1^2+\beta_2^2+2\beta_1\beta_2y_{12}$ first vanishes at $y_{12}=-1$, $\beta_1=\beta_2$. This is the normal threshold $s_N=(m_1+m_2)^2$.

The other possibility is an interior point at $s<s_N$. There $D$ has a minimum equal to zero. By homogeneity of (\ref{form}) it is a minimum over all positive $\beta$, so its gradient vanishes and (\ref{Y}) holds with every $\beta_i>0$. For any vector $v$ and small $t$, $\beta+tv$ is still positive, and
\begin{equation}
0\le(\beta+tv)^TY(\beta+tv)=t^2v^TYv .
\end{equation}
Thus $Y$ has no negative eigenvalue. Its $2\times2$ minors give $y_{ij}^2\le1$, and we may write $y_{ij}=\cos\theta_{ij}$ with $0\le\theta_{ij}\le\pi$.

Q: How do angles pick the root?

A: A singular $Y$ of this kind is the table of scalar products of three unit vectors $e_i$ in a plane. Equation (\ref{Y}) implies $|\sum\beta_ie_i|^2=0$, so the vectors close with positive weights. They cannot lie strictly on one side of a line, and their three mutual angles fill the circle:
\begin{equation}
\theta_{12}+\theta_{13}+\theta_{23}=2\pi .
\label{circle}
\end{equation}
No $\theta_{ij}$ equals $\pi$: stability excludes it for two pairs and $s<s_N$ for the third. So $\theta_{12}<\pi$ requires $\theta_{13}+\theta_{23}>\pi$. Since the cosine decreases on $[0,\pi]$, $\theta_{13}>\pi-\theta_{23}$ means
\begin{equation}
y_{13}+y_{23}<0 .
\label{cond}
\end{equation}
Taking cross products of $\sum\beta_ie_i=0$ with the $e_j$ gives $\beta_1:\beta_2:\beta_3=\sin\theta_{23}:\sin\theta_{13}:\sin\theta_{12}$.

Q: That shows the condition is necessary. Is it sufficient?

A: Put $s=s_N$, so $y_{12}=-1$, and try $\beta\propto(1,1,t)$. The quadratic form is
\begin{equation}
(1-1)^2+t^2+2t(y_{13}+y_{23}),
\end{equation}
which is negative for small positive $t$ if (\ref{cond}) holds. Hence $D$ reached zero before $s_N$. The edge $\alpha_3=0$ was still positive then, so the first zero was interior.

Multiply (\ref{cond}) by $2m_1m_2m_3$:
\begin{equation}
m_2(m_1^2+m_3^2-M_b^2)+m_1(m_2^2+m_3^2-M_a^2)<0 .
\end{equation}
The terms without external masses are $m_1m_2(m_1+m_2)+m_3^2(m_1+m_2)$. The condition is therefore
\begin{equation}
m_1M_a^2+m_2M_b^2>(m_1+m_2)(m_3^2+m_1m_2).
\label{masses}
\end{equation}
From (\ref{circle}), $y_{12}=\cos(\theta_{13}+\theta_{23})$, the lower sign in (\ref{roots}), and
\begin{equation}
s_a=m_1^2+m_2^2-2m_1m_2\Big[y_{13}y_{23}-\sqrt{(1-y_{13}^2)(1-y_{23}^2)}\Big].
\label{sa}
\end{equation}
For equal internal masses $m$ and equal external masses $M$, the window is $2m^2<M^2<4m^2$: the external particle must be stable, but heavy enough. If $\delta=\theta_{13}+\theta_{23}-\pi$ is small and positive,
\begin{equation}
s_N-s_a=2m_1m_2(1-\cos\delta)\simeq m_1m_2\delta^2 .
\end{equation}
The anomalous threshold thus separates quadratically from the normal one. If an external particle is unstable, $D$ is already negative on an edge for every $s$, and this argument no longer applies.

\section{A numerical case}

Q: Show me masses for which this is not a tiny effect.

A: Take round rest energies $m_1c^2=400000$, $m_2c^2=500000$, $m_3c^2=300000$, $M_ac^2=700000$ and $M_bc^2=600000$ eV. The common factor cancels in
\begin{equation}
y_{13}=\frac{4^2+3^2-6^2}{2\cdot4\cdot3}=-0.4583,\qquad
y_{23}=\frac{5^2+3^2-7^2}{2\cdot5\cdot3}=-0.5000 .
\end{equation}
The two sides of (\ref{masses}), times $c^6$, are $3.76\times10^{17}$ and $2.61\times10^{17}$ eV$^3$, so it holds. The angles are $\theta_{13}=117.28^\circ$ and $\theta_{23}=120.00^\circ$, leaving $\theta_{12}=122.72^\circ$ with cosine $-0.5405$. Then
\begin{equation}
\sqrt{s_a}\,c^2=10^5\sqrt{16+25+40(0.5405)}\ \mathrm{eV}\simeq791300\ \mathrm{eV},
\end{equation}
against 900000 eV for the normal threshold. A direct search for the first zero of $D$ finds the same energy. The parameters there are $\alpha=(0.321,0.263,0.416)$, all positive.

Now vary $M_a$ alone. Equality in (\ref{masses}) occurs at $M_ac^2=450000$ eV. The search gives a first singularity at 900000 eV for $M_ac^2=440000$ eV, at 899873 eV for 460000 eV, and at 867467 eV for 600000 eV.

Q: And the determinant root when the condition fails?

A: At $M_ac^2=400000$ eV the lower sign in (\ref{roots}) gives a root at 896889 eV, below the normal threshold. Its parameters are $(0.621,0.552,-0.172)$. The negative $\alpha_3$ lies outside the integration region, and $D$ is positive throughout that region, so $J$ is regular there. The upper sign gives a second root, at 485376 eV, with parameters $(0.621,-0.552,0.931)$; it is excluded in the same way.

\section{Strength of the singularity}

Q: You have shown that $D$ touches zero. Perhaps the integral stays smooth anyway.

A: Expand $D$ about its minimum. With $\alpha_3=1-\alpha_1-\alpha_2$, the quadratic part of (\ref{D}) is
\begin{equation}
M_b^2\alpha_1^2+M_a^2\alpha_2^2+(M_a^2+M_b^2-s)\alpha_1\alpha_2 .
\end{equation}
Its matrix of second derivatives $H$ has determinant
\begin{equation}
\det H=4M_a^2M_b^2-(M_a^2+M_b^2-s)^2\equiv-\lambda(s).
\end{equation}
For $s_a\le s<s_N$, $D$ is positive on the whole boundary but zero or negative at some interior point. A quadratic function on a line through that point, positive at both ends, must be convex. This holds in every direction, so $H$ is positive definite and $-\lambda>0$; by continuity this extends slightly below $s_a$.

Let $\xi$ be the displacement from the minimum and $\eta=H^{1/2}\xi$. Then $D=D_{\min}+\eta^2/2$ and $d^2\xi=d^2\eta/\sqrt{-\lambda}$. A disc of fixed radius $R$ contributes
\begin{equation}
\frac{2\pi}{\sqrt{-\lambda}}\int_0^R\frac{\eta\,d\eta}{D_{\min}+\eta^2/2}
=\frac{2\pi}{\sqrt{-\lambda}}\ln\frac{D_{\min}+R^2/2}{D_{\min}} .
\end{equation}
Because $D$ is stationary at its minimum, $dD_{\min}/ds=-\alpha_1\alpha_2$, so $D_{\min}\simeq\alpha_1\alpha_2(s_a-s)$. Hence
\begin{equation}
J\simeq-\frac{2\pi}{\sqrt{-\lambda(s_a)}}\ln(s_a-s)+\text{finite terms}.
\end{equation}
The singularity is logarithmic. In the example the coefficient is $7.760\times10^{-12}$ eV$^{-2}$, with $J$ expressed in rest energies. A finite difference of the integral just below $s_a$ gives $7.755\times10^{-12}$ eV$^{-2}$, lower by 0.06\% of the formula value.

Between $s_a$ and $s_N$, $1/(D-i\epsilon)$ has imaginary part $\pi\delta(D)$. The region $D<0$ is an ellipse wholly inside the parameter triangle, so
\begin{equation}
\mathrm{Im}\,J=\frac{\pi}{\sqrt{-\lambda}}\,2\pi\int\eta\,d\eta\,\delta\!\left(D_{\min}+\frac{\eta^2}{2}\right)=\frac{2\pi^2}{\sqrt{-\lambda(s)}} .
\label{im}
\end{equation}

\section{What the normal cut sees}

Q: An imaginary part without two real particles still troubles me. How does it join the ordinary cut above $s_N$?

A: In the $\eta$ plane the curve $D=0$ is a circle, and each element of arc $d\phi$ adds $\pi\,d\phi/\sqrt{-\lambda}$. Above $s_N$ the edge $\alpha_3=0$ cuts the circle, and only the arc $\Phi$ inside the parameter triangle counts. On this edge, with $\alpha_1=x$,
\begin{equation}
D=sx^2-(s+m_2^2-m_1^2)x+m_2^2 .
\end{equation}
Its roots are separated by $\sqrt{\lambda_{12}}/s$, where $\lambda_{12}=(s+m_2^2-m_1^2)^2-4sm_2^2$. The edge direction $(1,-1)$ has squared $\eta$ length $2s$, so the half-chord is $\sqrt{\lambda_{12}/2s}$.

At the chord's midpoint $x=(s+m_2^2-m_1^2)/2s$, let $A$ be the derivative of $D$ with respect to $\alpha_3$ on moving inward. Moving towards vertex 3 changes $\alpha$ at the rate $(-x,x-1,1)$, so
\begin{equation}
A=m_3^2-xm_1^2-(1-x)m_2^2+2x(1-x)s-xM_b^2-(1-x)M_a^2 .
\end{equation}
With $g=(-1,-1)$, the gradient of $\alpha_3$ in $\eta$ has length $(g^TH^{-1}g)^{1/2}=\sqrt{2s/(-\lambda)}$. The gradient of $D$ is $\eta$ itself, so the midpoint lies at signed distance $A\sqrt{2s/(-\lambda)}$ from the centre, positive if the centre is outside. The half-arc $\Phi/2$ is the polar angle of the pair (distance, half-chord):
\begin{equation}
\mathrm{Im}\,J=\frac{2\pi}{\sqrt{-\lambda}}\arg\!\left[A+\frac{i\sqrt{-\lambda\lambda_{12}}}{2s}\right]\quad(s>s_N,\ \lambda<0).
\label{cut}
\end{equation}
For $\lambda>0$ the ellipse becomes a hyperbola while the arc inside changes smoothly, and the same expression continues to $(\pi/\sqrt\lambda)\ln[(A+B)/(A-B)]$ with $B=\sqrt{\lambda\lambda_{12}}/2s$.

At $s_N$ the chord shrinks to a point, $x=m_2/(m_1+m_2)$, and
\begin{equation}
A(s_N)=m_3^2+m_1m_2-\frac{m_1M_a^2+m_2M_b^2}{m_1+m_2}.
\end{equation}
If $A>0$, the angle in (\ref{cut}) starts from zero, as for an ordinary cut. If $A<0$, it starts from $\pi$ and joins (\ref{im}) continuously. The sign change is condition (\ref{masses}) again. Here $Ac^4=-1.28\times10^{11}$ eV$^2$.

Q: Does the extra piece matter far from the threshold?

A: $J$ vanishes at large $|s|$, since $D$ then grows except near edges with small $\alpha_1\alpha_2$. Cauchy's theorem gives
\begin{equation}
J(s)=\frac1\pi\int_{s_a}^{\infty}\frac{\mathrm{Im}\,J(s')}{s'-s}\,ds' .
\end{equation}
At $s=0$ the region above $s_N$ supplies $5.409\times10^{-12}$ eV$^{-2}$ and the anomalous interval $1.955\times10^{-12}$ eV$^{-2}$. Their sum, $7.364\times10^{-12}$ eV$^{-2}$, agrees with direct quadrature. Omitting the anomalous interval would lose 27\% of $J(0)$. For $M_ac^2=400000$ eV, where (\ref{masses}) fails, the normal cut alone reproduces the integral: at the determinant root, 896889 eV, it and direct quadrature both give $2.125\times10^{-11}$ eV$^{-2}$.

\section{Hydrogen: a threshold as a decay length}

Q: What does such a threshold mean physically?

A: In hydrogen it sets the length over which the electron density about the centre of mass falls off exponentially at large distance. Let lines 1 and 2 be the electron, $m_1=m_2=m$, line 3 the proton, and $M_a=M_b=M=m+m_3-b$ the atom, where $bc^2$ is the binding energy. Then $\theta_{13}=\theta_{23}=\theta$ and
\begin{equation}
s_a=2m^2(1-\cos2\theta)=4m^2(1-y^2),\qquad y=\cos\theta .
\end{equation}
With reduced mass $\mu=mm_3/(m+m_3)$,
\begin{equation}
1+y=\frac{(m+m_3)^2-M^2}{2mm_3}=\frac b\mu-\frac{b^2}{2mm_3}.
\end{equation}
For weak binding $1-y\simeq2$, so $s_a\simeq8m^2b/\mu$. The nonrelativistic ground state has $bc^2=\mu/2$, which gives $\sqrt{s_a}\,c\simeq2m$: two inverse Bohr radii, or a length of half a Bohr radius.

The wave function $e^{-\mu r'}$ in the separation $r'$ agrees. The electron is at $r=r'm_3/(m+m_3)=r'\mu/m$ from the centre of mass, so its normalized density is $\rho=(m^3/\pi)e^{-2mr}$. Its form factor is
\begin{equation}
F(Q)=\frac{4m^3}{Q}\int_0^\infty re^{-2mr}\sin(Qr)\,dr=\frac{1}{(1+Q^2/4m^2)^2}.
\end{equation}
For static momentum transfer $sc^2=-Q^2$, the singularity is at $sc^2=4m^2$, the same place at leading order in weak binding.

Numerically, the nonrelativistic $bc^2=13.5983$ eV puts the anomalous threshold at 7457.8 eV (the measured binding energy, 13.5984 eV, gives 7457.9 eV), while the normal one is at 1021998 eV. The corresponding lengths $1/(\sqrt s\,c)$ are 0.2646 and 0.00193 \AA; the former is half the Bohr radius. This is the decay length of the density, fixed by the binding energy alone, and not the radius of the cloud: the ground state has a root-mean-square radius of $\sqrt3$ Bohr radii, and for the $2s$ state the threshold length doubles to one Bohr radius while the root-mean-square radius grows to 6.5.

Q: But your triangle had a logarithm, and this is a double pole.

A: With constant vertices the masses fix the location and the singularity is logarithmic. A vertex that depends on momentum can change both; the Coulomb vertex keeps the location and changes the type. Nonrelativistically the vertex is $\Gamma(p)=(p^2/2\mu+bc^2)\psi(p)$, with $p$ the relative momentum, and here $2\mu bc^2=\mu^2$. A constant $\Gamma$ gives $\psi(p)\propto1/(p^2+\mu^2)$, that is $e^{-\mu r'}/r'$. Then $\rho=(m/2\pi)e^{-2mr}/r^2$ and
\begin{equation}
F(Q)=\frac{2m}{Q}\int_0^\infty e^{-2mr}\frac{\sin(Qr)}{r}\,dr=\frac{2m}{Q}\arctan\frac{Q}{2m},
\end{equation}
which has a logarithmic branch point at $Q^2=-4m^2$, as the triangle does. The Coulomb state $e^{-\mu r'}$ has $\psi(p)\propto1/(p^2+\mu^2)^2$, so its vertex $\Gamma\propto1/(p^2+\mu^2)$ is itself singular at the same point, and the form factor computed above has a double pole there instead. This comparison omits spin, fine structure, proton size and cuts through photons. Within it, the low threshold is the momentum-space sign of an electron cloud much larger than the electron's Compton wavelength.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL TRIANGLE (rest energies)
m1 c^2 = 400000 eV
m2 c^2 = 500000 eV
m3 c^2 = 300000 eV
Ma c^2 = 700000 eV
Mb c^2 = 600000 eV
y13 = -0.458333, y23 = -0.500000, sum = -0.958333
theta13, theta23, theta12 = 117.280, 120.000, 122.720 degrees
condition: left 3.7600e+17 eV^3, right 2.6100e+17 eV^3
normal threshold energy = 900000 eV
anomalous threshold, formula = 791338.0 eV
anomalous threshold, direct search = 791338.0 eV
Landau alpha1, alpha2, alpha3 = 0.32089, 0.26346, 0.41565
log coefficient, quadrature = 7.7554e-12 eV^-2
log coefficient, formula = 7.7604e-12 eV^-2
J(0), Feynman quadrature = 7.364023e-12 eV^-2
J(0), normal cut only = 5.409131e-12 eV^-2
J(0), anomalous cut only = 1.954890e-12 eV^-2
J(0), both cuts = 7.364021e-12 eV^-2
cut denominator at normal threshold = -1.2778e+11 eV^2
SCAN IN Ma (other masses fixed)
critical Ma c^2 = 450000.0 eV
Ma c^2 = 400000 eV: first singularity 900000.0 eV
Ma c^2 = 440000 eV: first singularity 900000.0 eV
Ma c^2 = 460000 eV: first singularity 899872.8 eV
Ma c^2 = 500000 eV: first singularity 896736.8 eV
Ma c^2 = 600000 eV: first singularity 867467.0 eV
Ma c^2 = 700000 eV: first singularity 791338.0 eV
CONTROL with Ma c^2 = 400000 eV
determinant root at 896888.9 eV
its alpha1, alpha2, alpha3 = 0.62069, 0.55166, -0.17235
J at this root, quadrature = 2.125448e-11 eV^-2
J at this root, normal cut only = 2.125448e-11 eV^-2
cut denominator at normal threshold = 1.8889e+10 eV^2
random mass sets: 60, with anomalous threshold: 14
HYDROGEN KINEMATICS
electron rest energy = 510998.95 eV, proton rest energy = 938272089 eV
nonrelativistic binding energy = 13.59829 eV
normal threshold energy = 1021997.9 eV
anomalous threshold energy = 7457.829 eV
2 * fine-structure constant * electron rest energy = 7457.879 eV
length from anomalous threshold = 0.264590 angstrom
half the Bohr radius = 0.264589 angstrom
length from normal threshold = 0.001931 angstrom
kappa/kappa_a = 0.25: 1s form factor 1.13778, double pole 1.13778
kappa/kappa_a = 0.50: 1s form factor 1.77776, double pole 1.77778
kappa/kappa_a = 0.75: 1s form factor 5.22431, double pole 5.22449
\end{verbatim}
